# Subthreshold swing of a double-gate film with unequal insulators: a program that tests the result

```python
"""Tied double-gate film: a common gate shift moves the film potential rigidly.

Result under test: with negligible mobile charge the current swing is
S0 = ln(10) k T / q for any two insulator thicknesses.  Also tested: the swing
with one gate swept, the first mobile-charge correction, the effect of traps,
and the decay length of source/drain influence.
psi: potential (V), n = ni exp((psi - V)/vt), V: electron quasi-Fermi voltage.
C1, C2, Cs: front insulator, back insulator and film capacitance per area.
Internal units are SI.  Material parameters are rough, silicon/silica-like.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded, eigh, eigvalsh_tridiagonal
from scipy.optimize import brentq

q, kB, hbar, m0 = const.e, const.k, const.hbar, const.m_e
nm = 1e-9
temperature = 300.0
vt = kB * temperature / q
S0 = 1e3 * np.log(10) * vt                 # mV per decade
eps_film, eps_ins = 11.7 * const.epsilon_0, 3.9 * const.epsilon_0
ni = 1e16                                  # m^-3
t_film, t_front, t_back = 10 * nm, 3 * nm, 9 * nm
h = 0.1 * nm
mobility, drain = 0.03, 0.05               # m^2/Vs, V
width_over_length = 1.0
offset = 0.2                               # back-gate work-function offset, V


def make_stack(front_thickness, back_thickness):
    n1, nf, n2 = [int(round(t / h)) for t in
                  (front_thickness, t_film, back_thickness)]
    eps = np.r_[np.full(n1, eps_ins), np.full(nf, eps_film),
                np.full(n2, eps_ins)]
    film_width = np.zeros(n1 + nf + n2 + 1)
    film_width[n1:n1 + nf + 1] = h
    film_width[[n1, n1 + nf]] = h / 2
    return eps, film_width, n1, n1 + nf


def solve(stack, v_front, v_back, channel=0.0, mobile=True, back_sheet=0.0,
          acceptors=0.0, trap_cap=0.0, trap_ref=0.0):
    """Newton solution of Poisson's equation through insulators and film."""
    eps, film_width, front, back = stack
    link = eps / h
    fixed = -q * acceptors * film_width
    fixed[back] += back_sheet
    trap = np.zeros_like(film_width)
    trap[front] = trap_cap
    psi = np.linspace(v_front, v_back, len(film_width))
    for _ in range(80):
        electrons = np.zeros_like(psi)
        if mobile:
            electrons = q * ni * np.exp((psi - channel) / vt) * film_width
        residual = np.diff(link * np.diff(psi)) + (
            fixed - electrons - trap * (psi - trap_ref))[1:-1]
        bands = np.zeros((3, len(psi) - 2))
        bands[0, 1:] = link[1:-1]
        bands[2, :-1] = link[1:-1]
        bands[1] = -(link[:-1] + link[1:]) - (electrons / vt + trap)[1:-1]
        step = solve_banded((1, 1), bands, -residual)
        psi[1:-1] += step
        if np.max(np.abs(step)) < 1e-10:
            return psi
    raise RuntimeError("Poisson iteration did not converge")


def sheet_charge(stack, v_front, v_back, channel=0.0, **options):
    psi = solve(stack, v_front, v_back, channel, **options)
    return q * ni * np.sum(np.exp((psi - channel) / vt) * stack[1])


gauss_x, gauss_w = np.polynomial.legendre.leggauss(10)


def current(stack, v_front, v_back, **options):
    points = drain * (gauss_x + 1) / 2
    charges = [sheet_charge(stack, v_front, v_back, v, **options)
               for v in points]
    return mobility * width_over_length * drain / 2 * np.dot(gauss_w, charges)


def swing(function, v, dv=1e-3):
    return 2e3 * dv / np.log10(function(v + dv) / function(v - dv))


stack = make_stack(t_front, t_back)
front, back = stack[2], stack[3]
film = slice(front, back + 1)
C1, C2, Cs = eps_ins / t_front, eps_ins / t_back, eps_film / t_film

# Gate weights from the series-capacitance formula against the solved field
x = np.arange(back - front + 1) * h
R1, R2 = 1 / C1 + x / eps_film, 1 / C2 + (t_film - x) / eps_film
g1 = R2 / (R1 + R2)
response1 = solve(stack, 1.0, 0.0, mobile=False)[film]
response2 = solve(stack, 0.0, 1.0, mobile=False)[film]
assert np.allclose(response1, g1, atol=1e-9)
assert np.allclose(response2, R1 / (R1 + R2), atol=1e-9)

# Rigid shift with unequal work functions, interface charge and dopants.
# The negative charge tilts the film the same way as the offset does.
fixed_sheet, dopants = -q * 5e15, 1e21
extras = dict(back_sheet=fixed_sheet, acceptors=dopants)
low = solve(stack, 0.0, -offset, mobile=False, **extras)[film]
high = solve(stack, 0.1, 0.1 - offset, mobile=False, **extras)[film]
assert np.ptp(low) > 0.05
assert np.allclose(high - low, 0.1, atol=1e-9)

# Current swing with mobile charge included, for several back insulators
thickness_swings = []
for thickness in (3, 9, 15):
    trial = make_stack(t_front, thickness * nm)
    value = swing(lambda v: current(trial, v, v - offset, **extras), 0.05)
    assert abs(value / S0 - 1) < 5e-5
    thickness_swings.append((thickness, value))

# Current level against the closed form
flat_charge = lambda v: q * ni * t_film * np.exp(v / vt)
end_factor = np.exp(-drain / vt)
closed_current = (mobility * width_over_length * vt * flat_charge(0.1)
                  * (1 - end_factor))
assert abs(current(stack, 0.1, 0.1) / closed_current - 1) < 1e-4

# One gate swept, the other held
mid = len(x) // 2
front_only = swing(lambda v: current(stack, v, 0.1), 0.1)
back_only = swing(lambda v: current(stack, 0.1, v), 0.1)
assert abs(front_only * g1[mid] / S0 - 1) < 1e-3
assert abs(back_only * (1 - g1[mid]) / S0 - 1) < 1e-3
assert abs(S0 / front_only + S0 / back_only - 1) < 1e-3

# First mobile-charge correction
R_mean = ((1 + C1 / (2 * Cs)) * (1 + C2 / (2 * Cs))
          / (C1 + C2 + C1 * C2 / Cs) - 1 / (6 * Cs))
tied_current = lambda v: current(stack, v, v)
excess_formula = flat_charge(0.25) * R_mean / (2 * vt) * (1 + end_factor)
excess_solved = swing(tied_current, 0.25) / S0 - 1
assert abs(excess_solved / excess_formula - 1) < 0.01
bias_table = [(v, tied_current(v), swing(tied_current, v))
              for v in (0.1, 0.2, 0.3, 0.4, 0.5)]
assert bias_table[-1][2] > 1.2 * S0

# Front-interface traps, neutral at the flat-film bias
trap_density = 1e16                         # per eV and m^2
C_trap = q * trap_density
Y = C1 + Cs * C2 / (Cs + C2)
slope_front = Y / (Y + C_trap)
slope_back = (Cs * slope_front + C2) / (Cs + C2)
trap_formula = S0 / ((slope_front + slope_back) / 2)
trap_solved = swing(lambda v: sheet_charge(
    stack, v, v, trap_cap=C_trap, trap_ref=0.1), 0.1)
assert abs(trap_solved / trap_formula - 1) < 1e-3
assert trap_solved > 1.01 * S0

# Source/drain influence: transverse modes of the whole stack, lengths in nm
# End walls are idealised as electrodes covering film and insulators.
eps_rel, h_nm = stack[0] / const.epsilon_0, h / nm
stiff = (np.diag((eps_rel[:-1] + eps_rel[1:]) / h_nm)
         - np.diag(eps_rel[1:-1] / h_nm, 1) - np.diag(eps_rel[1:-1] / h_nm, -1))
mass = np.diag((eps_rel[:-1] + eps_rel[1:]) * h_nm / 2)
k_squared, modes = eigh(stiff, mass)
k_modes = np.sqrt(k_squared)
ratio = eps_ins / eps_film
mode_condition = lambda k: (k * t_film / nm
                            - np.arctan(ratio / np.tan(k * t_front / nm))
                            - np.arctan(ratio / np.tan(k * t_back / nm)))
k_root = brentq(mode_condition, 1e-4, np.pi / (2 * t_back / nm))
assert abs(k_modes[0] / k_root - 1) < 2e-3
mode_weights = modes.T @ np.diag(mass)


def lost_control(length):
    """Largest loss of d(psi)/d(Vg) in the film at mid-channel."""
    decay = 2 * np.exp(-k_modes * length / 2) / (1 + np.exp(-k_modes * length))
    return np.max((modes @ (mode_weights * decay))[front - 1:back])


assert abs(lost_control(1000.0)) < 1e-6 and lost_control(40.0) > 0.01


# Confined, anisotropic-mass electrons with Fermi-Dirac filling
def quantum_density(v):
    psi = solve(stack, v, v - offset, mobile=False)[film][1:-1]
    edge = 0.56 - psi                       # conduction edge, eV
    total = 0.0
    for valleys, m_normal, m_plane in ((2, 0.92, 0.19),
                                      (4, 0.19, np.sqrt(0.19 * 0.92))):
        hop = hbar**2 / (2 * m_normal * m0 * h**2 * q)
        levels = eigvalsh_tridiagonal(edge + 2 * hop,
                                      np.full(len(edge) - 1, -hop))
        total += (valleys * m_plane * m0 * kB * temperature / (np.pi * hbar**2)
                  * np.sum(np.log1p(np.exp(-levels / vt))))
    return total


quantum_swing = swing(quantum_density, 0.1)
assert abs(quantum_swing / S0 - 1) < 1e-4

# Sizes of neglected effects
confinement = [1e3 * (hbar * np.pi / t_film)**2 / (2 * m * m0 * q)
               for m in (0.92, 0.19)]
degeneracy = ni * np.exp(0.3 / vt) / (2**1.5 * 2.8e25)
hole_effect = q * ni * t_film * R_mean / vt
hole_effect_tilted = hole_effect * np.exp(-np.min(low) / vt)
doping_shift = 1e3 * q * dopants * t_film * R_mean
offset_profile = solve(stack, 0.1, 0.1 - offset, mobile=False)
offset_field = abs(offset_profile[1] - offset_profile[0]) / h / 1e8
overlap_bending = 0.56 + drain              # at Vg = 0, n+ drain, V
overlap_field = overlap_bending / t_front / 1e8
kappa = np.sqrt(2 * 0.5 * m0 * 3.1 * q) / hbar
transmission = np.exp(-2 * kappa * t_front)
thermal_flux_speed = np.sqrt(kB * temperature / (2 * np.pi * m0))
overlap_leak = (q * 1e26 * thermal_flux_speed * transmission
                * 10 * nm * 1000 * nm)
assert overlap_bending < 1.12
assert overlap_leak < 1e-3 * tied_current(0.1)

print(f"Temperature: {temperature:.0f} K; thermal voltage: {1e3*vt:.3f} mV")
print(f"Ideal swing S0: {S0:.3f} mV/decade")
print(f"Film, front, back thickness: {t_film/nm:.0f}, {t_front/nm:.0f}, "
      f"{t_back/nm:.0f} nm")
print(f"Relative permittivity film, insulator: {eps_film/const.epsilon_0:.1f}, "
      f"{eps_ins/const.epsilon_0:.1f}")
print(f"Intrinsic density: {ni/1e6:.1e} cm^-3")
print(f"Mobility: {mobility*1e4:.0f} cm2/Vs; W/L: {width_over_length:.0f}; "
      f"drain: {drain:.2f} V")
print(f"C1, C2, Cs: {C1*100:.4f}, {C2*100:.4f}, {Cs*100:.4f} uF/cm2")
print(f"Front-gate weight at front, middle, back of film: "
      f"{g1[0]:.4f}, {g1[mid]:.4f}, {g1[-1]:.4f}")
print(f"Back-gate weight at front, middle, back of film: "
      f"{response2[0]:.4f}, {response2[mid]:.4f}, {response2[-1]:.4f}")
print(f"Swing, front gate only: {front_only:.2f} mV/decade")
print(f"Swing, back gate only: {back_only:.2f} mV/decade")
print(f"Tilted case: work-function offset {offset:.1f} V, interface charge "
      f"{fixed_sheet/q/1e4:.1e} e/cm2, acceptors {dopants/1e6:.1e} cm^-3")
print(f"Tilted case, potential spread in film: {1e3*np.ptp(low):.1f} mV")
for thickness, value in thickness_swings:
    print(f"Tilted case, tied swing at 0.05 V, back insulator {thickness} nm: "
          f"{value:.3f} mV/decade")
for v, amps, value in bias_table:
    print(f"Equal work functions, tied, Vg {v:.1f} V: current {amps:.3e} A, "
          f"swing {value:.3f} mV/decade")
print(f"Mean potential drop per charge R: {R_mean/100:.4f} cm2/uF")
print(f"Flat-film charge at 0.25 V: {flat_charge(0.25)*1e2:.3e} uC/cm2")
print(f"Relative swing excess at 0.25 V, formula: {excess_formula:.3e}")
print(f"Relative swing excess at 0.25 V, solved: {excess_solved:.3e}")
print(f"Trap density: {trap_density/1e4:.1e} /(eV cm2); "
      f"capacitance {C_trap*100:.4f} uF/cm2")
print(f"Trap case, surface slopes front, back: {slope_front:.4f}, "
      f"{slope_back:.4f}")
print(f"Trap case, charge swing formula, solved: {trap_formula:.3f}, "
      f"{trap_solved:.3f} mV/decade")
print(f"Source/drain decay length: {1/k_root:.3f} nm")
for length in (40.0, 100.0, 1000.0):
    print(f"Lost gate control at mid-channel, length {length:.0f} nm: "
          f"{lost_control(length):.2e}")
print(f"Quantum charge swing, work-function offset only: "
      f"{quantum_swing:.3f} mV/decade")
print(f"Confinement energies, heavy and light normal mass: "
      f"{confinement[0]:.2f}, {confinement[1]:.2f} meV")
print(f"Relative degeneracy correction at 0.3 V: {degeneracy:.1e}")
print(f"Relative hole effect on swing at zero potential: {hole_effect:.1e}")
print(f"Relative hole effect, tilted case at Vg=0, upper estimate: "
      f"{hole_effect_tilted:.1e}")
print(f"Potential shift from residual acceptors: {doping_shift:.3f} mV")
print(f"Insulator field from work-function offset: {offset_field:.3f} MV/cm")
print(f"Drain-overlap potential difference at Vg=0: {overlap_bending:.2f} V")
print(f"Drain-overlap insulator field bound: {overlap_field:.2f} MV/cm")
print(f"Front-insulator tunnelling probability: {transmission:.1e}")
print(f"Drain-overlap leakage estimate, 10 nm x 1000 nm: {overlap_leak:.1e} A")
print(f"Ideal swing at 358 K: {1e3*np.log(10)*kB*358/q:.2f} mV/decade")
print("all tests passed")
```

Output:

```
Temperature: 300 K; thermal voltage: 25.852 mV
Ideal swing S0: 59.526 mV/decade
Film, front, back thickness: 10, 3, 9 nm
Relative permittivity film, insulator: 11.7, 3.9
Intrinsic density: 1.0e+10 cm^-3
Mobility: 300 cm2/Vs; W/L: 1; drain: 0.05 V
C1, C2, Cs: 1.1510, 0.3837, 1.0359 uF/cm2
Front-gate weight at front, middle, back of film: 0.8043, 0.6957, 0.5870
Back-gate weight at front, middle, back of film: 0.1957, 0.3043, 0.4130
Swing, front gate only: 85.57 mV/decade
Swing, back gate only: 195.59 mV/decade
Tilted case: work-function offset 0.2 V, interface charge -5.0e+11 e/cm2, acceptors 1.0e+15 cm^-3
Tilted case, potential spread in film: 88.9 mV
Tilted case, tied swing at 0.05 V, back insulator 3 nm: 59.526 mV/decade
Tilted case, tied swing at 0.05 V, back insulator 9 nm: 59.526 mV/decade
Tilted case, tied swing at 0.05 V, back insulator 15 nm: 59.526 mV/decade
Equal work functions, tied, Vg 0.1 V: current 5.087e-13 A, swing 59.527 mV/decade
Equal work functions, tied, Vg 0.2 V: current 2.434e-11 A, swing 59.530 mV/decade
Equal work functions, tied, Vg 0.3 V: current 1.161e-09 A, swing 59.706 mV/decade
Equal work functions, tied, Vg 0.4 V: current 4.925e-08 A, swing 66.695 mV/decade
Equal work functions, tied, Vg 0.5 V: current 6.507e-07 A, swing 137.414 mV/decade
Mean potential drop per charge R: 0.7792 cm2/uF
Flat-film charge at 0.25 V: 2.538e-05 uC/cm2
Relative swing excess at 0.25 V, formula: 4.378e-04
Relative swing excess at 0.25 V, solved: 4.376e-04
Trap density: 1.0e+12 /(eV cm2); capacitance 0.1602 uF/cm2
Trap case, surface slopes front, back: 0.8993, 0.9265
Trap case, charge swing formula, solved: 65.204, 65.205 mV/decade
Source/drain decay length: 9.603 nm
Lost gate control at mid-channel, length 40 nm: 2.80e-01
Lost gate control at mid-channel, length 100 nm: 1.25e-02
Lost gate control at mid-channel, length 1000 nm: 5.57e-23
Quantum charge swing, work-function offset only: 59.526 mV/decade
Confinement energies, heavy and light normal mass: 4.09, 19.79 meV
Relative degeneracy correction at 0.3 V: 1.4e-05
Relative hole effect on swing at zero potential: 4.8e-08
Relative hole effect, tilted case at Vg=0, upper estimate: 3.3e-05
Potential shift from residual acceptors: 0.125 mV
Insulator field from work-function offset: 0.130 MV/cm
Drain-overlap potential difference at Vg=0: 0.61 V
Drain-overlap insulator field bound: 2.03 MV/cm
Front-insulator tunnelling probability: 2.4e-17
Drain-overlap leakage estimate, 10 nm x 1000 nm: 1.0e-19 A
Ideal swing at 358 K: 71.03 mV/decade
all tests passed
```
